# Nitrogen's mean free path and the transport regime in a 100 nm via

**Question.** A film is deposited from a gas at atmospheric pressure and 500 K, with nitrogen as the carrier, inside a cylindrical via 100 nm wide. How far does a nitrogen molecule travel between collisions, and may the gas in the via be treated as a continuum? How does the answer change with pressure, temperature and via width?

**Answer.** Two lengths have to be compared: the mean free path $\lambda$ and the via width $w$. Their ratio is the Knudsen number,

$$\mathrm{Kn}=\frac{\lambda}{w}.$$

By the usual convention the gas is a continuum for $\mathrm{Kn}<0.01$, shows slip at the walls from 0.01 to 0.1, is transitional from 0.1 to 10, and is free molecular above 10. These boundaries are not sharp physical changes, so the error of a continuum formula is also worked out below.

**The free path**

Take nitrogen as an ideal gas of hard spheres. Two molecules collide when their centres come within the collision diameter $d$, for which 0.37 nm is a rough typical value. The number density is

$$n=\frac{p}{kT}=\frac{101325\ \text{Pa}}{6.903\times10^{-21}\ \text{J}}=1.468\times10^{25}\ \text{m}^{-3}.$$

The typical spacing $n^{-1/3}$ is about 4 nm, roughly ten times $d$, so the gas is dilute and collisions involve two molecules at a time. The spacing is not the free path: a molecule passes many others at a distance before it hits one.

Follow one tagged molecule. Relative to a partner it moves at speed $g$ and sweeps out a volume $\pi d^2 g$ per unit time. Averaged over partners and over its own velocity, its collision rate is $n\pi d^2\bar g$. The mean free path is the distance travelled divided by the number of collisions:

$$\lambda=\frac{\bar v}{n\pi d^2\bar g}.$$

Both mean speeds follow from one integral. If each velocity component is Gaussian with variance $s^2$, then

$$\langle v\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty v^3e^{-v^2/2s^2}\,dv=\frac{4\pi\,(2s^4)}{(2\pi)^{3/2}s^3}=s\sqrt{\frac{8}{\pi}}.$$

For a molecule of mass $m$, $s^2=kT/m$. The relative velocity is the difference of two independent velocities, so the variances add. Let the tagged molecule have mass $M$, which will be needed for the precursor. Then $s^2=kT/M+kT/m=kT/\mu$, with $\mu$ the reduced mass, and

$$\frac{\bar g}{\bar v}=\sqrt{\frac{M}{\mu}}=\sqrt{1+\frac{M}{m}}.$$

For nitrogen in nitrogen this is $\sqrt2$. Inserting it and $n=p/kT$ gives

$$\lambda=\frac{kT}{\sqrt2\,\pi d^2p}.$$

With $\pi d^2=4.301\times10^{-19}\ \text{m}^2$,

$$\lambda=\frac{6.903\times10^{-21}}{1.414\times4.301\times10^{-19}\times101325}\ \text{m}=1.12\times10^{-7}\ \text{m}=112\ \text{nm}.$$

Counting the contacts of randomly placed pairs moving in straight lines gives 112.9 nm, which agrees within the sampling error. The Knudsen number is

$$\mathrm{Kn}=\frac{112\ \text{nm}}{100\ \text{nm}}=1.12,$$

so transport in the via is transitional. In a reactor channel 1 mm wide the same gas has $\mathrm{Kn}\approx10^{-4}$ and is a continuum. The pressure alone does not decide the regime.

**What a Knudsen number near one means**

In a long cylinder, Kn has a direct meaning as a ratio of rates. Consider gas in equilibrium. The number of molecules striking unit wall area per unit time is $n$ times the mean velocity component towards the wall. With $c$ the cosine of the angle to the wall normal, the isotropic average over molecules moving towards the wall gives

$$n\bar v\,\frac12\int_0^1c\,dc=\frac{n\bar v}{4}.$$

A via with side area $S$ and volume $V$ holds $nV$ molecules. Each therefore hits the wall at the rate

$$\frac{(n\bar v/4)S}{nV}=\frac{\bar vS}{4V}=\frac{\bar v}{w},$$

because $S/V=\pi wH/(\pi w^2H/4)=4/w$ for depth $H$. The rate of gas collisions is $\bar v/\lambda$, so

$$\frac{\text{wall hits}}{\text{gas collisions}}=\frac{\bar v/w}{\bar v/\lambda}=\frac{\lambda}{w}=\mathrm{Kn}.$$

A molecule in this via thus meets the wall about as often as it meets another molecule. A random walk in a cylinder, with diffuse reflection at the wall, gives 1.121 wall hits per gas collision, against the predicted 1.120. In a long trench between parallel walls a distance $w$ apart, $S/V=2/w$, and the ratio is $\lambda/(2w)=0.56$. The shape changes the factor but not the regime. The diffusion results below are for the cylinder only. Between parallel walls the continuum formula is too high by about 1.5 rather than 2.2 at this Kn, and for infinitely extended walls, flights nearly parallel to them leave no pressure-independent limit: at large Kn the diffusion coefficient keeps growing as $\ln\mathrm{Kn}$. In a trench of finite depth $H$ the growth stops once $\lambda$ far exceeds $H$; for $H=10w$ the flux to an absorbing bottom levels off near $0.6\,n\bar vw/H$.

**How wrong a continuum formula would be**

Growth at the bottom of a via depends on diffusion along its axis. Consider a simple model: every collision, with gas or wall, erases the memory of the axial velocity, and $\lambda$ does not depend on speed. The mean square axial displacement grows as $2Dt$ at long times, with

$$D=\int_0^\infty\langle v_z(0)v_z(t)\rangle\,dt.$$

Until the next collision $v_z$ is constant; afterwards its average is zero. The integral is therefore $v_z^2$ times the remaining flight time, averaged over molecules. Let $\theta$ be the angle to the axis and $L$ the distance to the wall along the flight direction. The chance of travelling a distance $s$ without a gas collision is $e^{-s/\lambda}$, so the mean remaining flight is

$$\int_0^Le^{-s/\lambda}\,ds=\lambda\left(1-e^{-L/\lambda}\right).$$

Dividing by $v$ turns this length into a time, and $v_z^2=v^2\cos^2\theta$. Hence

$$D=\bar v\left\langle\cos^2\theta\;\lambda\left(1-e^{-L/\lambda}\right)\right\rangle,$$

averaged over uniform positions and isotropic directions.

*Wide via.* For $L\gg\lambda$ the exponential vanishes and $\langle\cos^2\theta\rangle=1/3$. This is the continuum result, $D_{\rm c}=\bar v\lambda/3$. The first correction comes from molecules near the wall, which is nearly flat on the scale of $\lambda$. At distance $x$ from it, a molecule moving towards it at angle $\psi$ to the normal has $L=x/\cos\psi$. A layer of thickness $dx$ holds the fraction $4\,dx/w$ of the molecules. Since $\int_0^\infty e^{-x/(\lambda\cos\psi)}dx=\lambda\cos\psi$,

$$\left\langle\cos^2\theta\,e^{-L/\lambda}\right\rangle\simeq\frac{4\lambda}{w}\left\langle\cos^2\theta\cos\psi\right\rangle_{\rm towards}.$$

Here $\cos\theta=\sin\psi\cos\varphi$, where $\varphi$ is the azimuth about the normal, and $\cos^2\varphi$ averages to $1/2$. With $c=\cos\psi$ the last average is $\frac12\cdot\frac12\int_0^1c(1-c^2)\,dc=\frac1{16}$. Therefore

$$D\simeq\bar v\lambda\left(\frac13-\frac{\mathrm{Kn}}4\right)=\frac{\bar v\lambda}{3}\left(1-\frac34\mathrm{Kn}\right),\qquad \mathrm{Kn}\ll1.$$

At the conventional boundary $\mathrm{Kn}=0.1$ the continuum formula is thus too high by about 8 percent in this model. For hard-sphere nitrogen, whose collisions do not fully erase the velocity (see below), the excess at the same Kn is about 15 percent.

*Narrow via.* For $\lambda\gg w$ the mean flight becomes $L$. Write $L=\ell_\perp/\sin\theta$, with $\ell_\perp$ the distance to the wall projected on the cross-section. The angular factor is

$$\left\langle\frac{\cos^2\theta}{\sin\theta}\right\rangle=\frac12\int_0^\pi\cos^2\theta\,d\theta=\frac\pi4.$$

For a given direction, the points of a circle of radius $a=w/2$ lie on parallel chords of length $2\sqrt{a^2-b^2}$ at offset $b$. The mean distance to the end of a chord is half its length, so

$$\langle\ell_\perp\rangle=\frac1{\pi a^2}\int_{-a}^{a}2(a^2-b^2)\,db=\frac{8a}{3\pi}=\frac{4w}{3\pi}.$$

The product of the two factors is $w/3$, and $D\to\bar vw/3$. Gas collisions have dropped out, and with them the pressure. The continuum formula is then too high by the factor $\lambda/w=\mathrm{Kn}$.

*The via in question.* With $\bar v=614.7$ m/s, gas collisions alone would give

$$D_{\rm c}=\frac{614.7\times1.120\times10^{-7}}3\ \text{m}^2/\text{s}=0.230\ \text{cm}^2/\text{s},$$

and wall collisions alone 0.205 cm²/s. The full average gives 0.106 cm²/s, and the random walk 0.107 cm²/s. In this model the continuum formula overestimates diffusion by a factor of 2.16; letting $\lambda$ vary with speed as it does for hard spheres raises $D_{\rm c}$ by 5 percent and the factor to 2.24. This assumes fully diffuse walls; if 10 or 20 percent of wall hits were specular, the factor would fall to about 2.0 or 1.85. Neither limit can be used by itself.

A convenient interpolation adds the two resistances to diffusion:

$$\frac1D\approx\frac3{\bar v\lambda}+\frac3{\bar vw},\qquad\text{so}\qquad\frac{D_{\rm c}}D\approx1+\mathrm{Kn}.$$

It has the correct leading behaviour in both limits and gives $D_{\rm c}/D=2.12$ here, 2 percent below the ratio 2.16 from the full average.

**Scaling**

For hard spheres of fixed diameter,

$$\mathrm{Kn}=\frac{kT}{\sqrt2\,\pi d^2\,p\,w}\propto\frac T{p\,w}.$$

At 1 atm and 500 K, the via would have to be $112\ \text{nm}/0.1=1120$ nm wide to reach $\mathrm{Kn}=0.1$. At a fixed width of 100 nm, free molecular transport begins at $760\ \text{Torr}\times1.12/10=85$ Torr. At 1 Torr, $\mathrm{Kn}=851$ and gas collisions in the via are negligible. Cooling to 300 K at 1 atm, with $d$ unchanged, lowers $\lambda$ to $0.6\times112=67$ nm, which is still transitional.

The width also changes during growth. After 10 nm of film on the wall the opening is 80 nm, and $\mathrm{Kn}=112/80=1.40$. A via that starts in the transitional regime moves towards the free molecular one as it closes.

**How firm is the figure of 112 nm?**

The diameter enters squared. Values of 0.36 and 0.38 nm give 118 and 106 nm.

Molecules also attract each other, which draws near misses into contact. Let the potential energy at contact be $-kS$. A pair with relative kinetic energy $E$ and impact parameter $b$ that just grazes the core has angular momentum proportional to $b\sqrt E$ far away and to $d_0\sqrt{E+kS}$ at contact, where $d_0$ is the core diameter. Equating them gives

$$b^2=d_0^2\left(1+\frac{kS}E\right),$$

provided that no centrifugal barrier turns the pair back earlier. Collisions are weighted by $g$ times the Maxwell factor $g^2e^{-E/kT}dg$, which is proportional to $E\,e^{-E/kT}dE$. With this weight $\langle1/E\rangle=1/kT$, so the mean cross-section is $\pi d_0^2(1+S/T)$. It shrinks on heating. If 0.37 nm is the effective diameter at 300 K, and $S$ is roughly 110 K, the path at 500 K grows by

$$\frac{1+110/300}{1+110/500}=1.12,$$

to about 125 nm. The condition on the barrier matters a little: for an attraction falling as $r^{-6}$ a barrier appears when $E<2kS$, which, with slow pairs weighted by their enlarged cross-section, covers about 24 percent of collisions at 300 K and 11 percent at 500 K, and the factor drops to about 1.10, or 123 nm. If the diameter at 300 K is 0.36 nm instead, the same factor gives $1.12\times118=132$ nm. A fair statement of the estimate is therefore roughly 105 to 135 nm. This model counts contacts with a rigid core and does not explain why the effective diameter of real nitrogen shrinks on heating: for the same potential the viscosity cross-section falls by only about 4 percent from 300 to 500 K. A Lennard-Jones potential, whose viscosity diameter at 300 K is near 0.37 nm, gives a similar factor of 1.10 to 1.12, but mostly because the repulsion is soft; an $r^{-12}$ repulsion alone gives 1.09.

Other effects on the collision rates are smaller. For hard spheres, the volume excluded by the molecules raises the pressure at given $n$ by the fraction $2\pi nd^3/3$, or 0.16 percent, and the collision rate at given $n$ by $5\pi nd^3/12$, or 0.10 percent; at given pressure the collision rate therefore falls by about 0.06 percent. For Lennard-Jones nitrogen at 500 K attraction reduces the pressure excess to about 0.05 percent, so this net figure and its sign hold for hard spheres only. The closed bottom of a via 1000 nm deep adds $w/(4H)=2.5$ percent to the wall area. The finite depth matters more for transport, because $D$ was derived for an infinitely long tube: for $H=10w$, an absorbing bottom and equilibrium gas of density $n$ entering at the mouth, the flux in the simple model is roughly 7 to 10 percent below $Dn/H$ at $\mathrm{Kn}=1.12$, and about 18 percent below it in the free molecular limit. Depletion of the gas above the mouth is not included.

**The precursor has its own free path**

The molecule that builds the film is not nitrogen. Take trimethylaluminium as the monomer (the form expected in dilute vapour at 500 K; near room temperature it is largely a dimer), dilute in nitrogen, with a rough diameter of 0.60 nm and a mass 2.573 times that of nitrogen. Contact occurs at $d_{\rm AB}=(0.37+0.60)/2=0.485$ nm, and

$$\lambda_{\rm A}=\frac1{n\pi d_{\rm AB}^2\sqrt{1+M/m}}=48.8\ \text{nm}.$$

Its Knudsen number is 0.49. It collides more often than nitrogen does, but it is also heavier, and one collision does not erase its velocity. The same persistence is present, more weakly, for nitrogen.

A momentum balance gives the effect. Let the tagged molecules drift at a small velocity $u$ through nitrogen. Hard spheres scatter isotropically in the centre-of-mass frame, so a collision at relative velocity $\mathbf g$ removes on average the momentum $\mu\mathbf g$. The friction force per molecule is $\mu n\sigma\langle g\,g_z\rangle$, with $\sigma=\pi d_{\rm AB}^2$. Assume that the distribution of $\mathbf g$ is a Maxwellian shifted by $u$. To first order the shift multiplies it by $1+ug_z/s^2$, with $s^2=kT/\mu$, and

$$\langle g\,g_z\rangle=\frac u{s^2}\langle g\,g_z^2\rangle=\frac{u\langle g^3\rangle}{3s^2}=\frac43\bar g\,u,$$

since $\langle g^3\rangle/\bar g=8s^6/2s^4=4s^2$. In steady diffusion this friction balances the partial-pressure force per molecule, $-(kT/n_{\rm A})\,dn_{\rm A}/dz$. Comparing with $n_{\rm A}u=-D\,dn_{\rm A}/dz$ gives

$$D_{\rm AB}=\frac{3kT}{4\mu n\sigma\bar g}=\frac{3\pi\bar g}{32\,n\sigma},$$

where $kT/\mu=\pi\bar g^2/8$ was used. Define a transport length $\ell$ by $D_{\rm AB}=\bar v_{\rm A}\ell/3$. With $\bar g/\bar v_{\rm A}=\sqrt{1+M/m}$,

$$\ell=\frac{9\pi}{32}\,\frac{\sqrt{1+M/m}}{n\sigma}=\frac{9\pi}{32}\left(1+\frac Mm\right)\lambda_{\rm A}.$$

For nitrogen $\ell=1.77\times112=198$ nm. For the precursor $\ell=3.16\times48.8=154$ nm. Simulated sequences of hard-sphere collisions give 199 and 155 nm, with sampling noise of about one percent. The next approximation of kinetic theory raises the two lengths by 1.7 and 0.4 percent, to about 201 and 155 nm, so the assumed distribution costs at most about 2 percent here.

Using $\ell$ in place of $\lambda$ in the via average is an approximation, because gas collisions then erase the velocity gradually while the wall erases it at once. It gives continuum overestimates by factors of about 3.1 for nitrogen and 2.6 for the precursor. Persistence makes the continuum formula worse than the simple model suggested.

**The real process**

The example is modelled on atmospheric-pressure deposition of alumina from trimethylaluminium and water. In a reactor run near 1 Torr instead, a 100 nm via is free molecular. The assumption that a real process breaks most plainly is that the wall returns every molecule: during deposition some precursor reacts and stays. For a dilute precursor this hardly changes the free path or the regime, but the density then varies along the via, and $D$ alone does not give the dose needed to coat it. A real via may also taper, and the local width then sets Kn. Taken one at a time, the corrections sized here leave the ratio of free path or transport length to width between about 0.5 and 2, well inside the transitional range. The hard-sphere values are low for real nitrogen: standard estimates of its self-diffusion coefficient at 500 K and 1 atm are near 0.5 cm²/s, a transport length of about 240 nm and a ratio of about 2.4, which leaves the regime unchanged. The precursor's 154 nm is probably low as well: rough Lennard-Jones parameters for the precursor give about 180 nm (diameter 0.53 nm, well depth 470 K) or 165 nm (0.58 nm, 400 K). Water, the second reactant, is lighter and smaller and was not included; with a rough diameter of 0.27 nm the same formula gives a transport length near 240 nm, a ratio of about 2.4, which is still transitional. The numerical output lists the main values; the barrier correction, the higher kinetic-theory correction, the trench, finite-depth, specular and speed-dependence figures, the hard-sphere excess at $\mathrm{Kn}=0.1$, the excluded-volume change of the collision rate, the Lennard-Jones and viscosity cross-section estimates, the real-nitrogen estimate and the water estimate are not part of it.

## Calculated quantities

```
temperature: 500 K
pressure: 101325 Pa = 760 Torr
nitrogen collision diameter (rough): 0.37 nm
nitrogen molecular mass: 4.6518e-26 kg
via width: 100 nm; depth: 1000 nm
thermal energy kT: 6.9032e-21 J
number density: 1.4678e+25 m^-3
cross-section pi d^2: 4.3008e-19 m^2
mean speed: 614.7 m/s
mean free path: 1.1201e-07 m = 112.0 nm
mean free path by collision counting: 112.9 nm
Knudsen number: 1.120
wall hits per gas collision, random walk: 1.121
D, gas collisions only: 0.230 cm2/s
D, wall collisions only: 0.205 cm2/s
D in via, integral: 0.106 cm2/s
D in via, random walk: 0.107 cm2/s
continuum D / via D, simple model: 2.16
via width for Kn = 0.1 at 1 atm: 1120 nm
pressure for Kn = 10 in this via: 85 Torr
Kn in this via at 1 Torr: 851
path for d = 0.36 nm: 118.3 nm
path for d = 0.38 nm: 106.2 nm
attraction constant S (rough): 110 K
path factor from attraction, d set at 300 K: 1.120
path with attraction: 125.5 nm
excluded-volume pressure correction: 0.16 percent
extra wall area from via bottom: 2.5 percent
Kn after a 10 nm film on the wall: 1.40
nitrogen transport length: 198 nm
nitrogen transport length, simulated: 199 nm
continuum D / via D, nitrogen with persistence: 3.09
precursor diameter (rough): 0.60 nm
precursor-nitrogen contact distance: 0.485 nm
precursor / nitrogen mass ratio: 2.573
precursor mean free path: 48.8 nm
precursor path by collision counting: 48.9 nm
precursor Knudsen number: 0.49
precursor transport length: 154 nm
precursor transport length, simulated: 155 nm
continuum D / via D, precursor: 2.62
```
